# Kinks, the Kinetic Surface Term and Plane-Wave Cutoffs in APW+lo: verification in Python

```python
"""
APW+lo versus LAPW for a periodic muffin-tin well (atomic units inside).

Result under test: for continuous basis functions with slope jumps at r = R,
  1/2 int grad(f_i).grad(f_j) = -1/2 int f_i lap(f_j) [region by region]
                              + 1/2 surface int f_i (f_j'[inside] - f_j'[outside]).
With the gradient form, the LAPW space is a subspace of the APW+lo space with
the same plane waves, so APW+lo never needs a larger plane-wave cutoff.

Symbols: K = |k+G|, R sphere radius, u radial solution at energy E_l,
ud its energy derivative, lo = local orbital (u, ud mixture vanishing at R).
Channels l <= 2 are augmented; for l > 2 the plane wave continues inside.
The common factor i^l of each channel is absorbed, so all matrices are real.
"""
import numpy as np
from numpy.polynomial import Polynomial
from scipy.linalg import eigh
from scipy.special import spherical_jn
from scipy.constants import physical_constants

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10

a_ang, R_ang, depth_ev = 3.0, 1.2, 120.0
energy_par_ev = [-55.0, -12.0, -12.0]
k_frac = np.array([0.1, 0.2, 0.3])
a, R, V0 = a_ang / BOHR, R_ang / BOHR, depth_ev / HARTREE
volume = a**3
RK_MAX = 11.0

x, wx = np.polynomial.legendre.leggauss(80)
r = 0.5 * R * (x + 1)
w = 0.5 * R * wx
pot = -V0 * (1 - (r / R)**2)**2
r_all = np.append(r, R)          # last point is the sphere surface


def plane_waves(rk_max):
    m = np.arange(-8, 9)
    g = np.array(np.meshgrid(m, m, m, indexing="ij")).reshape(3, -1).T
    kv = 2 * np.pi / a * (g + k_frac)
    length = np.linalg.norm(kv, axis=1)
    order = np.argsort(length)
    order = order[length[order] * R <= rk_max]
    return g[order], kv[order], length[order]


def potential_matrix(g):
    sq = np.sum(g**2, axis=1)
    n2 = sq[:, None] + sq[None, :] - 2 * g @ g.T
    q = 2 * np.pi / a * np.sqrt(np.arange(n2.max() + 1))
    table = 4 * np.pi / volume * (
        spherical_jn(0, np.outer(q, r)) @ (w * r**2 * pot))
    return table[n2]


def radial_pair(l, energy):
    """Power-series solution u and its energy derivative ud.
    Returns for each: value, slope and -1/2 Laplacian on r_all."""
    n = 70
    c, d = np.zeros(n), np.zeros(n)
    c[0] = 1.0
    for k in range(1, n):
        def source(s):
            t = (-V0 - energy) * s[k - 1]
            if k >= 2:
                t += 2 * V0 * s[k - 2]
            if k >= 3:
                t -= V0 * s[k - 3]
            return t
        factor = 2 * R**2 / (2 * k * (2 * k + 2 * l + 1))
        c[k] = factor * source(c)
        d[k] = factor * (source(d) - c[k - 1])
    result = []
    for s in (c, d):
        coef = np.zeros(l + 2 * n)
        coef[l::2][:n] = s
        p = Polynomial(coef)
        t = r_all / R
        f, f1, f2 = p(t), p.deriv()(t) / R, p.deriv(2)(t) / R**2
        lap = f2 + 2 * f1 / r_all - l * (l + 1) * f / r_all**2
        result.append(np.array([f, f1, -0.5 * lap]))
    norm = np.sqrt(np.sum(w * r**2 * result[0][0, :-1]**2))
    return result[0] / norm, result[1] / norm


def real_harmonics(kv):
    X, Y, Z = (kv / np.linalg.norm(kv, axis=1)[:, None]).T
    s0, s1 = np.sqrt(1 / (4 * np.pi)), np.sqrt(3 / (4 * np.pi))
    s2 = np.sqrt(15 / (4 * np.pi))
    return [(0, s0 + 0 * X), (1, s1 * X), (1, s1 * Y), (1, s1 * Z),
            (2, s2 * X * Y), (2, s2 * Y * Z), (2, s2 * X * Z),
            (2, s2 * (X**2 - Y**2) / 2),
            (2, s2 * (3 * Z**2 - 1) / (2 * np.sqrt(3)))]


G, KV, K = plane_waves(RK_MAX)
N = len(K)
channels = real_harmonics(KV)
NLO = len(channels)
VG = potential_matrix(G)
pairs = [radial_pair(l, energy_par_ev[l] / HARTREE) for l in range(3)]
bessel = []
for l in range(3):
    arg = np.outer(r_all, K)
    bessel.append((spherical_jn(l, arg),
                   spherical_jn(l, arg, derivative=True) * K))


def local_orbital(l):
    u, ud = pairs[l]
    f = ud - ud[0, -1] / u[0, -1] * u
    size = np.sqrt(np.sum(w * r**2 * f[0, :-1]**2))
    return f / size, size


def build(with_lo):
    """with_lo True: APWs then local orbitals; False: LAPWs."""
    nb = N + NLO if with_lo else N
    M = {name: np.zeros((nb, nb)) for name in ("S", "T", "L", "V", "surf")}
    M["S"][:N, :N] = np.eye(N)
    M["T"][:N, :N] = M["L"][:N, :N] = np.diag(K**2 / 2)
    M["V"][:N, :N] = VG
    jumps, slopes = np.zeros((NLO, nb)), np.zeros((NLO, nb))
    expand = np.zeros((NLO, N))
    for ch, (l, harmonic) in enumerate(channels):
        amp = 4 * np.pi / np.sqrt(volume) * harmonic
        j, dj = bessel[l]
        u, ud = pairs[l]
        outer = np.zeros((3, len(r_all), nb))
        inner = np.zeros_like(outer)
        outer[0, :, :N], outer[1, :, :N] = amp * j, amp * dj
        outer[2, :, :N] = amp * j * K**2 / 2
        if with_lo:
            inner[:, :, :N] = u[:, :, None] * (amp * j[-1] / u[0, -1])
            inner[:, :, N + ch] = local_orbital(l)[0]
        else:
            det = u[0, -1] * ud[1, -1] - u[1, -1] * ud[0, -1]
            ca = (j[-1] * ud[1, -1] - dj[-1] * ud[0, -1]) / det
            cb = (dj[-1] * u[0, -1] - j[-1] * u[1, -1]) / det
            inner[:, :, :N] = (u[:, :, None] * (amp * ca)
                               + ud[:, :, None] * (amp * cb))
            expand[ch] = amp * cb * local_orbital(l)[1]
        for sign, func in ((1, inner), (-1, outer)):
            f, f1, tf = func[:, :-1, :]
            wr = (w * r**2)[:, None]
            M["S"] += sign * f.T @ (wr * f)
            M["V"] += sign * f.T @ (wr * pot[:, None] * f)
            M["T"] += sign * 0.5 * (f1.T @ (wr * f1)
                                    + l * (l + 1) * f.T @ (w[:, None] * f))
            M["L"] += sign * f.T @ (wr * tf)
        jumps[ch] = inner[1, -1] - outer[1, -1]
        slopes[ch] = inner[1, -1]
        M["surf"] += 0.5 * R**2 * np.outer(inner[0, -1], jumps[ch])
    return M, jumps, slopes, expand


A, jumpA, slopeA, _ = build(True)
B, jumpB, _, expand = build(False)
HA, HB = A["T"] + A["V"], B["T"] + B["V"]


def index(rk, lo):
    n = int(np.sum(K * R <= rk + 1e-10))
    return np.r_[0:n, N:N + NLO] if lo else np.arange(n)


def bands(H, S, idx, count=4, vectors=False):
    ix = np.ix_(idx, idx)
    h = 0.5 * (H[ix] + H[ix].T)
    s = 0.5 * (S[ix] + S[ix].T)
    return eigh(h, s, eigvals_only=not vectors,
                subset_by_index=[0, count - 1])


# Independent reference: ordinary plane waves, no spheres or augmentation.
reference = []
for rk in (14.0, 16.0):
    g, _, length = plane_waves(rk)
    h = potential_matrix(g) + np.diag(length**2 / 2)
    reference.append(eigh(h, eigvals_only=True, subset_by_index=[0, 3]))
exact = reference[1]
ref_change = np.max(np.abs(reference[0] - exact)) * HARTREE
assert ref_change < 1e-3

# Gradient form equals piecewise Laplacian plus surface term.
scale = np.max(np.abs(A["T"]))
identity_error = np.max(np.abs(A["T"] - A["L"] - A["surf"])) / scale
asymmetry = np.max(np.abs(A["L"] - A["L"].T)) / scale
assert identity_error < 1e-8
assert asymmetry > 1e-3
assert np.max(np.abs(B["T"] - B["L"])) < 1e-8 * np.max(np.abs(B["T"]))
assert np.max(np.abs(jumpB)) < 1e-8

# LAPWs are linear combinations of APWs and local orbitals.
C = np.vstack([np.eye(N), expand])
inclusion = max(np.max(np.abs(C.T @ P @ C - Q)) / np.max(np.abs(Q))
                for P, Q in ((HA, HB), (A["S"], B["S"])))
assert inclusion < 1e-7

eA = bands(HA, A["S"], index(8, True), 29)
eB = bands(HB, B["S"], index(8, False), 20)
assert np.all(eA[:20] <= eB + 1e-6)
assert np.all(eB <= eA[NLO:NLO + 20] + 1e-6)

# Cutoff scan: largest error among the four lowest bands, in eV.
scan = np.round(np.arange(3.0, RK_MAX + 0.05, 0.1), 1)
errA, errB = [], []
for rk in scan:
    ea = bands(HA, A["S"], index(rk, True))
    eb = bands(HB, B["S"], index(rk, False))
    assert np.all(ea <= eb + 1e-6)
    assert np.all(ea >= exact - 1e-5)
    errA.append(np.max(ea - exact) * HARTREE)
    errB.append(np.max(eb - exact) * HARTREE)
errA, errB = np.array(errA), np.array(errB)
assert errA[-1] < 0.01 and abs(errB[-1] - errA[-1]) < 0.003

needed = {}
for tol in (0.1, 0.01):
    needed[tol] = (scan[np.argmax(errA <= tol)], scan[np.argmax(errB <= tol)])
    assert needed[tol][0] <= needed[tol][1]
assert needed[0.01][0] < needed[0.01][1]

# Local orbitals are needed when the energy parameters are fixed.
apw_only = np.max(bands(HA, A["S"], index(RK_MAX, False)) - exact) * HARTREE
assert apw_only > errA[-1] + 0.01

# Omitting the surface term destroys the upper bound.
no_surface = bands(A["L"] + A["V"], A["S"], index(8, True))
sum_shift = np.sum(no_surface - exact) * HARTREE
assert sum_shift < -0.01

# The kink of the fourth band shrinks with the cutoff.
kinks = {}
for rk in (4, 6, 8, 10):
    idx = index(rk, True)
    vec = bands(HA, A["S"], idx, 4, True)[1][:, 3]
    kinks[rk] = (np.linalg.norm(jumpA[:, idx] @ vec)
                 / np.linalg.norm(slopeA[:, idx] @ vec))
assert kinks[10] < 0.5 * kinks[4]

print(f"lattice constant {a_ang} angstrom, sphere radius {R_ang} angstrom")
print(f"well depth {depth_ev} eV; k = {k_frac} in units of 2 pi/a")
print("energy parameters l=0,1,2 (eV):", energy_par_ev)
for l in range(3):
    u = pairs[l][0]
    print(f"l={l}: logarithmic slope R u'/u at R = {R*u[1,-1]/u[0,-1]:.4f}")
print("reference bands, pure plane waves (eV):", np.round(exact * HARTREE, 4))
print(f"reference: {len(length)} plane waves, RK = 16")
print(f"reference change from RK=14 to 16: {ref_change:.1e} eV")
print("kinetic elements (eV): gradient, Laplacian, surface")
pz = N + 3     # local orbital of the p_z channel
for name, i, j in (("APW0-APW0", 0, 0), ("APW0-lo(pz)", 0, pz),
                   ("lo(pz)-APW0", pz, 0)):
    vals = [A[m][i, j] * HARTREE for m in ("T", "L", "surf")]
    print(f"  {name}: {vals[0]:.5f}  {vals[1]:.5f}  {vals[2]:.5f}")
print(f"largest relative violation of kinetic identity: {identity_error:.1e}")
print(f"relative asymmetry of piecewise Laplacian: {asymmetry:.3f}")
print(f"largest relative violation of inclusion: {inclusion:.1e}")
print("largest error of four bands (eV): RK, APW+lo, LAPW")
for rk in (4, 5, 6, 7, 8, 9, 10, 11):
    i = int(np.argmin(np.abs(scan - rk)))
    print(f"  {rk:2d}  {errA[i]:.5f}  {errB[i]:.5f}")
for tol, (ka, kb) in needed.items():
    na, nb = len(index(ka, False)), len(index(kb, False))
    print(f"error <= {tol} eV: RK APW+lo {ka:.1f}, LAPW {kb:.1f}")
    print(f"  cutoff K: {ka/R_ang:.3f} and {kb/R_ang:.3f} 1/angstrom")
    print(f"  plane waves {na} and {nb}; total functions {na+NLO} and {nb}")
print(f"APW without lo, error at RK=11: {apw_only:.4f} eV")
print(f"no surface term, RK=8: four-band sum shifted {sum_shift:.4f} eV")
print("relative slope jump of band 4, APW+lo:")
for rk, value in kinks.items():
    print(f"  RK={rk}: {value:.5f}")
print("all assertions hold")
```

Running it gives:

```
lattice constant 3.0 angstrom, sphere radius 1.2 angstrom
well depth 120.0 eV; k = [0.1 0.2 0.3] in units of 2 pi/a
energy parameters l=0,1,2 (eV): [-55.0, -12.0, -12.0]
l=0: logarithmic slope R u'/u at R = 1.9371
l=1: logarithmic slope R u'/u at R = -2.2731
l=2: logarithmic slope R u'/u at R = 2.0145
reference bands, pure plane waves (eV): [-50.5236 -10.9587 -10.5353 -10.2003]
reference: 1080 plane waves, RK = 16
reference change from RK=14 to 16: 1.4e-04 eV
kinetic elements (eV): gradient, Laplacian, surface
  APW0-APW0: 23.61889  21.70131  1.91758
  APW0-lo(pz): 21.99122  25.73539  -3.74417
  lo(pz)-APW0: 21.99122  21.99122  0.00000
largest relative violation of kinetic identity: 4.2e-15
relative asymmetry of piecewise Laplacian: 0.061
largest relative violation of inclusion: 6.4e-16
largest error of four bands (eV): RK, APW+lo, LAPW
   4  0.87963  3.10098
   5  0.27086  0.96183
   6  0.07503  0.19592
   7  0.02050  0.03983
   8  0.00963  0.01366
   9  0.00818  0.01105
  10  0.00814  0.01020
  11  0.00814  0.00970
error <= 0.1 eV: RK APW+lo 5.7, LAPW 6.5
  cutoff K: 4.750 and 5.417 1/angstrom
  plane waves 51 and 73; total functions 60 and 73
error <= 0.01 eV: RK APW+lo 7.9, LAPW 10.4
  cutoff K: 6.583 and 8.667 1/angstrom
  plane waves 130 and 296; total functions 139 and 296
APW without lo, error at RK=11: 15.1828 eV
no surface term, RK=8: four-band sum shifted -210.1766 eV
relative slope jump of band 4, APW+lo:
  RK=4: 0.68505
  RK=6: 0.26447
  RK=8: 0.07948
  RK=10: 0.03213
all assertions hold
```
